**Closed-subshell Dirac-Fock exchange from radial Slater integrals**

The program tests E_x = −½ Σ_ab (2j_a+1)(2j_b+1) Σ_k Π(l_a+k+l_b) (j_a k j_b; ½ 0 −½)² R^k_ab for the instantaneous Coulomb interaction. Here j and l are the total and large-component orbital angular momenta, Π selects even arguments, and R^k_ab is the Slater integral of ρ_ab = P_aP_b + Q_aQ_b, with P and Q the large and small radial functions. It asserts that the angular coefficients agree with quadrature over explicit spin-angular functions for j up to 5/2, and that two sum rules hold in rational arithmetic. It also asserts that the hydrogenic orbitals satisfy the radial Dirac equations at sample points. The total energy is compared with a direct integration of the squared 4×4 density matrix over r₁₂, which uses neither 3j symbols nor a multipole expansion. For ten electrons in unscreened orbitals at Z = 80, both routes give −156.70024 hartree, with a relative difference of 4.5×10⁻¹¹. The nonrelativistic value is −139.83053 hartree, and the relativistic code approaches it when the speed of light is multiplied by 1000. Omitting the parity rule gives −234.44212 hartree, which the program asserts to be in disagreement with the direct integration.

## Check in Python

```python
# Result under test: exchange energy of closed relativistic subshells,
#   E_x = -1/2 sum_ab (2ja+1)(2jb+1) sum_k Pi(la+k+lb) (ja k jb; 1/2 0 -1/2)^2 R^k_ab
#   R^k_ab = double integral of rho_ab(r) rho_ab(r') r_<^k / r_>^(k+1)
#   rho_ab = P_a P_b + Q_a Q_b ;  Pi(n) = 1 for even n, 0 for odd n.
# P, Q: large and small radial functions; kappa: Dirac angular quantum number;
# j = |kappa| - 1/2; l: orbital momentum of the large component.
# Orbitals: hydrogenic Dirac functions of a point nucleus Z. Hartree atomic units.
from fractions import Fraction
from functools import lru_cache
from math import factorial
import numpy as np
from scipy import constants
from scipy.interpolate import CubicSpline
from scipy.special import lpmv
from sympy import Rational
from sympy.physics.wigner import wigner_3j

C_LIGHT = 1.0 / constants.fine_structure
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
SHELLS = [("1s1/2", 1, -1), ("2s1/2", 2, -1), ("2p1/2", 2, 1), ("2p3/2", 2, -2)]
X = np.linspace(-16.0, np.log(80.0), 2401)   # logarithmic grid, r = exp(X)/Z
STEP = X[1] - X[0]


def l_of(kappa):
    return kappa if kappa > 0 else -kappa - 1


@lru_cache(maxsize=None)
def half_3j_squared(twice_ja, k, twice_jb):
    half = Rational(1, 2)
    return wigner_3j(Rational(twice_ja, 2), k, Rational(twice_jb, 2),
                     half, 0, -half) ** 2


@lru_cache(maxsize=None)
def zero_3j_squared(la, k, lb):
    return wigner_3j(la, k, lb, 0, 0, 0) ** 2


# ---------- radial functions (radial quantum number 0 or 1) ----------
def make_orbital(n, kappa, Z, c):
    nr = n - abs(kappa)
    gamma = np.sqrt(kappa**2 - (Z / c) ** 2)
    big_n = np.sqrt((nr + gamma) ** 2 + (Z / c) ** 2)
    e = (nr + gamma) / big_n                 # total energy divided by c^2

    def raw(r):
        x = 2 * Z * r / big_n
        common = x**gamma * np.exp(-x / 2)
        f = (big_n - kappa) * (1 - nr * x / (2 * gamma + 1))
        return (np.sqrt(1 + e) * common * (f - nr),
                -np.sqrt(1 - e) * common * (f + nr))

    r = np.exp(X) / Z
    p, q = raw(r)
    norm = np.sqrt(np.sum((p * p + q * q) * r) * STEP)

    def radial(r):
        p, q = raw(r)
        return p / norm, q / norm
    return radial, e


def slater_integral(k, rho, r):
    inner = CubicSpline(X, rho * r ** (k + 1)).antiderivative()(X)
    return 2 * STEP * np.sum(rho * r ** (-k) * inner)


def exchange_by_formula(Z, c, small=True, parity=True):
    r = np.exp(X) / Z
    pq = [make_orbital(n, kap, Z, c)[0](r) for _, n, kap in SHELLS]
    rows = []
    for a, (name_a, _, ka) in enumerate(SHELLS):
        for b in range(a, len(SHELLS)):
            name_b, _, kb = SHELLS[b]
            rho = pq[a][0] * pq[b][0]
            if small:
                rho = rho + pq[a][1] * pq[b][1]
            ja2, jb2 = 2 * abs(ka) - 1, 2 * abs(kb) - 1
            for k in range(abs(ja2 - jb2) // 2, (ja2 + jb2) // 2 + 1):
                if parity and (l_of(ka) + k + l_of(kb)) % 2:
                    continue
                w = half_3j_squared(ja2, k, jb2)
                rk = slater_integral(k, rho, r)
                pair = 0.5 if a == b else 1.0
                energy = -pair * (ja2 + 1) * (jb2 + 1) * float(w) * rk
                rows.append((name_a, name_b, k, w, rk, energy))
    return sum(row[-1] for row in rows), rows


# ---------- spin-angular functions built from spherical harmonics ----------
def ylm(l, m, theta, phi):
    if abs(m) > l:
        return np.zeros(np.broadcast(theta, phi).shape, dtype=complex)
    am = abs(m)
    norm = np.sqrt((2 * l + 1) / (4 * np.pi) * factorial(l - am) / factorial(l + am))
    y = norm * lpmv(am, l, np.cos(theta)) * np.exp(1j * am * phi)
    return y if m >= 0 else (-1) ** am * np.conj(y)


def chi(kappa, m2, theta, phi):
    l, m = l_of(kappa), m2 / 2
    plus = np.sqrt((l + m + 0.5) / (2 * l + 1))
    minus = np.sqrt((l - m + 0.5) / (2 * l + 1))
    up, down = (plus, minus) if kappa < 0 else (-minus, plus)
    return np.stack([up * ylm(l, (m2 - 1) // 2, theta, phi),
                     down * ylm(l, (m2 + 1) // 2, theta, phi)], axis=-1)


def m_values(kappa):
    return range(-(2 * abs(kappa) - 1), 2 * abs(kappa), 2)


# ---------- test: angular coefficients from quadrature on the sphere ----------
nodes, weights = np.polynomial.legendre.leggauss(12)
TH, PH = np.meshgrid(np.arccos(nodes), 2 * np.pi * np.arange(16) / 16, indexing="ij")
TH, PH = TH.ravel(), PH.ravel()
W = np.repeat(weights, 16) * 2 * np.pi / 16
KAPPAS = [-1, 1, -2, 2, -3, 3]
table = {kap: np.array([chi(kap, m2, TH, PH) for m2 in m_values(kap)])
         for kap in KAPPAS}
tensor = {(k, q): np.sqrt(4 * np.pi / (2 * k + 1)) * ylm(k, q, TH, PH)
          for k in range(7) for q in range(-k, k + 1)}
angular_error = 0.0
for ka in KAPPAS:
    pole = np.array([chi(ka, m2, np.array(0.0), np.array(0.0)) for m2 in m_values(ka)])
    expected = np.zeros_like(pole)
    size = np.sqrt(2 * abs(ka) / (8 * np.pi))
    expected[abs(ka), 0] = -np.sign(ka) * size
    expected[abs(ka) - 1, 1] = size
    assert np.allclose(pole, expected, atol=1e-13)
    for kb in KAPPAS:
        dens = np.einsum("ips,jps->ijp", table[ka].conj(), table[kb])
        dens_small = np.einsum("ips,jps->ijp", table[-ka].conj(), table[-kb])
        assert np.allclose(dens, dens_small, atol=1e-12)
        for k in range(7):
            total = 0.0
            for q in range(-k, k + 1):
                element = dens @ (W * tensor[k, q])
                total += np.sum(np.abs(element) ** 2)
                if q == 0:
                    signed = element[abs(ka), abs(kb)]   # m = m' = +1/2
            allowed = (l_of(ka) + k + l_of(kb)) % 2 == 0
            w = float(half_3j_squared(2*abs(ka)-1, k, 2*abs(kb)-1)) if allowed else 0.0
            angular_error = max(angular_error, abs(total - 4 * abs(ka * kb) * w))
            sign = np.sign(ka) * np.sign(kb)
            assert abs(signed - sign * np.sqrt(4 * abs(ka * kb)) * w) < 1e-11
assert angular_error < 1e-11

# ---------- test: exact sum rules for the coefficients ----------
for ka in KAPPAS:
    for kb in KAPPAS:
        s = sum((2 * k + 1) * half_3j_squared(2*abs(ka)-1, k, 2*abs(kb)-1)
                for k in range(7) if (l_of(ka) + k + l_of(kb)) % 2 == 0)
        assert s == Rational(1, 2)
for la in range(3):
    for lb in range(3):
        for k in range(6):
            s = 0
            for ka in ([-1] if la == 0 else [la, -la - 1]):
                for kb in ([-1] if lb == 0 else [lb, -lb - 1]):
                    if (la + k + lb) % 2 == 0:
                        s += 4*abs(ka*kb) * half_3j_squared(2*abs(ka)-1, k, 2*abs(kb)-1)
            assert s == 2 * (2*la+1) * (2*lb+1) * zero_3j_squared(la, k, lb)

# ---------- test: the orbitals solve the radial Dirac equations ----------
Z = 80
orbitals = []
for name, n, kap in SHELLS:
    radial, e = make_orbital(n, kap, Z, C_LIGHT)
    orbitals.append((radial, kap, e))
    for r in (0.7 / Z, 3.1 / Z):
        h = 1e-4 * r
        p, q = radial(r)
        dp, dq = [(u - v) / (2 * h) for u, v in zip(radial(r + h), radial(r - h))]
        res1 = C_LIGHT*(dp + kap*p/r) - ((e + 1)*C_LIGHT**2 + Z/r)*q
        res2 = C_LIGHT*(dq - kap*q/r) + ((e - 1)*C_LIGHT**2 + Z/r)*p
        scale = C_LIGHT * (abs(p) + abs(q)) / r
        assert abs(res1) < 1e-6 * scale and abs(res2) < 1e-6 * scale
r_grid = np.exp(X) / Z
p1, q1 = orbitals[0][0](r_grid)
p2, q2 = orbitals[1][0](r_grid)
assert abs(np.sum((p1 * p2 + q1 * q2) * r_grid) * STEP) < 1e-9


# ---------- direct exchange energy from the 4x4 density matrix ----------
def density_matrix_square(r1, th1, ph1, r2, th2, ph2):
    def spinor(radial, kap, m2, r, th, ph):
        p, q = radial(r)
        return np.concatenate([p[..., None] * chi(kap, m2, th, ph),
                               1j * q[..., None] * chi(-kap, m2, th, ph)], axis=-1)
    matrix = 0
    for radial, kap, _ in orbitals:
        for m2 in m_values(kap):
            s1 = spinor(radial, kap, m2, r1, th1, ph1)
            s2 = spinor(radial, kap, m2, r2, th2, ph2)
            matrix = matrix + s1[..., :, None] * s2.conj()[..., None, :]
    return np.sum(np.abs(matrix) ** 2, axis=(-2, -1))


# The integrand depends only on the angle between the two directions.
ra, rb = np.array(0.9 / Z), np.array(2.3 / Z)
t1, f1, t2, f2 = [np.array(v) for v in (0.8, 0.3, 1.9, 2.2)]
angle = np.arccos(np.cos(t1)*np.cos(t2) + np.sin(t1)*np.sin(t2)*np.cos(f1 - f2))
zero = np.array(0.0)
general = density_matrix_square(ra, t1, f1, rb, t2, f2)
special = density_matrix_square(ra, angle, zero, rb, zero, zero)
assert abs(general / special - 1) < 1e-10

# Region r2 = t*r1 < r1, doubled by symmetry; r12 = r1*(1 + t*v), -1 < v < 1.
xo = np.linspace(-11.0, np.log(80.0), 90)
r1 = (np.exp(xo) / Z)[:, None, None]
gs, ws = np.polynomial.legendre.leggauss(40)
s = (gs + 1) / 2
t = (s**3)[None, :, None]
wt = ws / 2 * 3 * s**2
gv, wv = np.polynomial.legendre.leggauss(8)
v = gv[None, None, :]
theta = np.arccos(-v + t * (1 - v**2) / 2)
F = density_matrix_square(r1, theta, np.array(0.3), r1 * t, zero, zero)
E_direct = -8 * np.pi**2 * (xo[1] - xo[0]) * np.einsum(
    "i,j,k,ijk->", r1[:, 0, 0], wt, wv, F)

E_x, rows = exchange_by_formula(Z, C_LIGHT)
E_no_parity, _ = exchange_by_formula(Z, C_LIGHT, parity=False)
E_no_small, _ = exchange_by_formula(Z, C_LIGHT, small=False)
assert abs(E_x / E_direct - 1) < 1e-7
assert abs(E_no_parity / E_direct - 1) > 1e-2


# ---------- nonrelativistic limit by rational arithmetic, Z = 1 ----------
def monomial_integral(p, q, a):
    # integral over r of r^p e^(-ar) times integral from 0 to r of s^q e^(-as)
    full = Fraction(factorial(p)) / a ** (p + 1)
    part = sum(a**i / factorial(i) * factorial(p + i) / (2 * a) ** (p + i + 1)
               for i in range(q + 1))
    return factorial(q) / a ** (q + 1) * (full - part)


NR = [(1, 0, Fraction(4), {1: 1}), (2, 0, Fraction(1, 8), {1: 2, 2: -1}),
      (2, 1, Fraction(1, 24), {2: 1})]
E_nr_unit = Fraction(0)
for na, la, norm_a, pa in NR:
    for nb, lb, norm_b, pb in NR:
        prod = {}
        for i, ci in pa.items():
            for j, cj in pb.items():
                prod[i + j] = prod.get(i + j, 0) + ci * cj
        a = Fraction(1, na) + Fraction(1, nb)
        for k in range(abs(la - lb), la + lb + 1, 2):
            w = zero_3j_squared(la, k, lb)
            w = Fraction(int(w.p), int(w.q))
            rk = 2 * norm_a * norm_b * sum(
                ci * cj * monomial_integral(i - k - 1, j + k, a)
                for i, ci in prod.items() for j, cj in prod.items())
            E_nr_unit -= (2 * la + 1) * (2 * lb + 1) * w * rk
E_nr = float(E_nr_unit) * Z
E_large_c, _ = exchange_by_formula(Z, 1000 * C_LIGHT)
assert abs(E_large_c / E_nr - 1) < 1e-5      # remaining terms are of order (Z/c)^2

# ---------- printed results ----------
print(f"nuclear charge Z = {Z}, electrons = {sum(2*abs(s[2]) for s in SHELLS)}")
print(f"speed of light c = {C_LIGHT:.6f} a.u.")
print("orbital: energy (hartree), <r> (bohr), <r> over nonrelativistic <r>")
for (name, n, kap), (radial, _, e) in zip(SHELLS, orbitals):
    p, q = radial(r_grid)
    mean = np.sum((p * p + q * q) * r_grid**2) * STEP
    p, q = make_orbital(n, kap, Z, 1000 * C_LIGHT)[0](r_grid)
    mean_nr = np.sum((p * p + q * q) * r_grid**2) * STEP
    print(f"  {name}: {(e-1)*C_LIGHT**2:.3f}, {mean:.6f}, {mean/mean_nr:.4f}")
print("pair, k, squared 3j, R^k (hartree), pair energy (hartree, both orders)")
for na, nb, k, w, rk, energy in rows:
    print(f"  {na} {nb} k={k} {str(w):>5s} {rk:10.5f} {energy:11.5f}")
print(f"exchange energy, formula = {E_x:.5f} hartree")
print(f"exchange energy, formula = {E_x*HARTREE_EV:.2f} eV")
print(f"exchange energy, direct density-matrix route = {E_direct:.5f} hartree")
print(f"relative difference of the two routes = {abs(E_x/E_direct-1):.1e}")
print(f"largest error of angular sums = {angular_error:.1e}")
print(f"nonrelativistic exchange energy / Z = {E_nr_unit} hartree")
print(f"  as a decimal = {float(E_nr_unit):.6f} hartree")
print(f"nonrelativistic exchange energy = {E_nr:.5f} hartree")
print(f"same from the relativistic code at 1000 c = {E_large_c:.5f} hartree")
print(f"relativistic change = {E_x-E_nr:.5f} hartree")
print(f"relativistic change = {100*(E_x/E_nr-1):.2f} percent")
print(f"Q omitted from rho_ab, P unchanged = {E_no_small:.5f} hartree")
print(f"parity rule omitted (wrong) = {E_no_parity:.5f} hartree")
print("Z, exchange energy (hartree), ratio to nonrelativistic value")
for z in (10, 50, 80):
    ez, _ = exchange_by_formula(z, C_LIGHT)
    print(f"  {z}: {ez:.5f}, {ez/(float(E_nr_unit)*z):.5f}")
print("finished without a failed check")
```

Output:

```
nuclear charge Z = 80, electrons = 10
speed of light c = 137.035999 a.u.
orbital: energy (hartree), <r> (bohr), <r> over nonrelativistic <r>
  1s1/2: -3532.192, 0.016399, 0.8746
  2s1/2: -904.848, 0.064974, 0.8663
  2p1/2: -904.848, 0.052474, 0.8396
  2p3/2: -817.807, 0.060323, 0.9652
pair, k, squared 3j, R^k (hartree), pair energy (hartree, both orders)
  1s1/2 1s1/2 k=0   1/2   58.09556   -58.09556
  1s1/2 2s1/2 k=0   1/2    2.57946    -5.15891
  1s1/2 2p1/2 k=1   1/6    4.27815    -2.85210
  1s1/2 2p3/2 k=1   1/6    3.72402    -4.96536
  2s1/2 2s1/2 k=0   1/2   13.96284   -13.96284
  2s1/2 2p1/2 k=1   1/6    7.58096    -5.05398
  2s1/2 2p3/2 k=1   1/6    7.96374   -10.61831
  2p1/2 2p1/2 k=0   1/2   17.41584   -17.41584
  2p1/2 2p3/2 k=2  1/10    6.92917    -5.54334
  2p3/2 2p3/2 k=0   1/4   15.07242   -30.14483
  2p3/2 2p3/2 k=2  1/20    7.22289    -2.88916
exchange energy, formula = -156.70024 hartree
exchange energy, formula = -4264.03 eV
exchange energy, direct density-matrix route = -156.70024 hartree
relative difference of the two routes = 4.5e-11
largest error of angular sums = 4.4e-15
nonrelativistic exchange energy / Z = -489295/279936 hartree
  as a decimal = -1.747882 hartree
nonrelativistic exchange energy = -139.83053 hartree
same from the relativistic code at 1000 c = -139.83055 hartree
relativistic change = -16.86970 hartree
relativistic change = 12.06 percent
Q omitted from rho_ab, P unchanged = -141.67303 hartree
parity rule omitted (wrong) = -234.44212 hartree
Z, exchange energy (hartree), ratio to nonrelativistic value
  10: -17.50518, 1.00151
  50: -90.94957, 1.04068
  80: -156.70024, 1.12064
finished without a failed check
```
